# Slater Integrals, Gaunt Products and the Averages U and J

## 1. The p shell as a first case

Two electrons in one atomic shell repel each other with an energy that depends on which orbitals they occupy. DFT+U condenses this dependence into two numbers, $U$ and $J$. In a p shell both can be found almost by inspection.

Let all three orbitals share a real, normalised radial function $R(r)$, and let the interaction be $1/|\mathbf r-\mathbf r'|$ in atomic units. With $\mathbf n=\mathbf r/r$, its multipole expansion is

$$\frac1{|\mathbf r-\mathbf r'|}=\sum_{k\ge0}\frac{r_<^k}{r_>^{k+1}}P_k(\mathbf n\cdot\mathbf n'), \tag{1}$$

where $r_<$ and $r_>$ are the smaller and larger of $r,r'$. The radial part of every matrix element is then a Slater integral,

$$F^k=\int_0^\infty\!\!\int_0^\infty\frac{r_<^k}{r_>^{k+1}}R^2(r)R^2(r')\,r^2r'^2\,dr\,dr'. \tag{2}$$

For the angles we need the addition theorem,

$$P_k(\mathbf n\cdot\mathbf n')=\frac{4\pi}{2k+1}\sum_{q=-k}^{k}Y_{kq}(\mathbf n)Y^*_{kq}(\mathbf n'). \tag{3}$$

Using it twice, with the orthonormality of the harmonics, gives

$$\int d\Omega'\,P_k(\mathbf n\cdot\mathbf n')P_j(\mathbf n'\cdot\mathbf a)=\frac{4\pi}{2k+1}\,\delta_{kj}P_k(\mathbf n\cdot\mathbf a). \tag{4}$$

A p orbital along the unit vector $\mathbf a$ has angular density $\frac{3}{4\pi}(\mathbf a\cdot\mathbf n)^2=\frac1{4\pi}[1+2P_2(\mathbf a\cdot\mathbf n)]$. The repulsion between orbitals along $\mathbf a$ and $\mathbf b$ therefore has a $k=0$ and a $k=2$ part. Applying (4) twice to the latter,

$$U_{ab}=F^0+\frac{4}{(4\pi)^2}\Big(\frac{4\pi}{5}\Big)^2P_2(\mathbf a\cdot\mathbf b)F^2=F^0+\tfrac{4}{25}P_2(\mathbf a\cdot\mathbf b)F^2. \tag{5}$$

The same-orbital value is $U_s=F^0+\frac4{25}F^2$. For perpendicular orbitals $P_2(0)=-\frac12$, so $U'=F^0-\frac2{25}F^2$. The mean over all nine ordered pairs is $(3U_s+6U')/9=F^0$.

The exchange integral $J'$ between $p_x$ and $p_z$ is the self-repulsion of the product $p_xp_z$. It follows from rotational symmetry. The orbital $(p_x+p_z)/\sqrt2$ is again a p orbital, with self-repulsion $U_s$, and its density is $\frac12(p_x^2+p_z^2)+p_xp_z$. Cross terms between $p_xp_z$ and the squares vanish under $x\to-x$, so

$$U_s=\tfrac12(U_s+U')+J'\quad\Rightarrow\quad J'=\tfrac12(U_s-U')=\tfrac3{25}F^2. \tag{6}$$

Two parallel-spin electrons in different orbitals have the mean energy $U'-J'=F^0-\frac15F^2$. If this is written as $U-J$ with $U=F^0$, then $J=\frac15F^2$, which is larger than $J'$. The difference arises because $U'$ already lies below $U$. The definition of $J$ therefore has to be stated with care.

## 2. The interaction tensor of a general shell

Take orbitals $\phi_m=R(r)Y_{lm}(\mathbf n)$, with Condon–Shortley phases and the same $R$ for every $m$ and both spins. Define

$$\langle m_1m_2|v|m_3m_4\rangle=\iint\phi^*_{m_1}(\mathbf r)\phi^*_{m_2}(\mathbf r')\frac{1}{|\mathbf r-\mathbf r'|}\phi_{m_3}(\mathbf r)\phi_{m_4}(\mathbf r')\,d^3r\,d^3r'. \tag{7}$$

The first and third labels belong to $\mathbf r$, the second and fourth to $\mathbf r'$. Inserting (1) and (3) separates the angles. Give each angular integral one factor $\sqrt{4\pi/(2k+1)}$ and define

$$c^k(m,m')=\sqrt{\frac{4\pi}{2k+1}}\int Y^*_{lm}\,Y_{k,m-m'}\,Y_{lm'}\,d\Omega. \tag{8}$$

The integral over $\mathbf n$ contains $Y^*_{lm_1}Y_{kq}Y_{lm_3}$. Its azimuthal part vanishes unless $q=m_1-m_3$, and it then gives $c^k(m_1,m_3)$.

The integral over $\mathbf n'$ contains $Y^*_{lm_2}Y^*_{kq}Y_{lm_4}$. It requires $q=m_4-m_2$ and is the complex conjugate of $c^k(m_4,m_2)$. Once the azimuthal phases cancel, only real functions of $\theta$ remain, so the conjugation has no effect. Equating the two values of $q$ gives

$$\langle m_1m_2|v|m_3m_4\rangle=\delta_{m_1+m_2,\,m_3+m_4}\sum_k c^k(m_1,m_3)\,c^k(m_4,m_2)\,F^k. \tag{9}$$

Two further rules limit $k$. Under $\mathbf n\to-\mathbf n$ the integrand of (8) acquires $(-1)^{2l+k}$, so $k$ must be even. The product $Y^*_{lm}Y_{lm'}$ is a polynomial of degree $2l$ in the components of $\mathbf n$ and contains no harmonic above $2l$, so $k\le2l$. A d shell needs $F^0,F^2,F^4$.

The direct and exchange integrals are special cases of (9):

$$U_{mm'}=\langle mm'|v|mm'\rangle=\sum_kc^k(m,m)c^k(m',m')F^k, \tag{10}$$

$$J_{mm'}=\langle mm'|v|m'm\rangle=\sum_k[c^k(m,m')]^2F^k. \tag{11}$$

**Diagonal coefficients for d.** With $x=\cos\theta$, the normalised densities in $x$ are $\frac{15}{16}(1-x^2)^2$ for $|m|=2$ and $\frac{15}4x^2(1-x^2)$ for $|m|=1$. Their moments are $\langle x^2\rangle=\frac17,\ \langle x^4\rangle=\frac1{21}$ and $\langle x^2\rangle=\frac37,\ \langle x^4\rangle=\frac5{21}$. Since $c^k(m,m)=\langle P_k\rangle$, with $P_2=\frac12(3x^2-1)$ and $P_4=\frac18(35x^4-30x^2+3)$,

$$c^2(m,m)=\tfrac17(-2,1,2,1,-2),\qquad c^4(m,m)=\tfrac1{21}(1,-4,6,-4,1), \tag{12}$$

for $m=2,\dots,-2$. The $m=0$ entries follow from the vanishing traces shown next.

## 3. The two sum rules

Define $U$ as the mean repulsion over all orbital pairs, which is the mean for antiparallel spins. Define $U-J$ as the mean for parallel spins, where the Pauli principle excludes $m=m'$:

$$U=\frac1{(2l+1)^2}\sum_{m,m'}U_{mm'},\qquad U-J=\frac1{2l(2l+1)}\sum_{m\ne m'}(U_{mm'}-J_{mm'}). \tag{13}$$

**Direct sum.** Setting $\mathbf n=\mathbf n'$ in (3) gives $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$, which is isotropic. Hence

$$\sum_mc^k(m,m)=\frac{2l+1}{4\pi}\int P_k(\cos\theta)\,d\Omega=(2l+1)\,\delta_{k0}. \tag{14}$$

Summing (10) over both labels squares this trace, so $\sum_{mm'}U_{mm'}=(2l+1)^2F^0$ and

$$U=F^0. \tag{15}$$

**Exchange sum.** Write $J_{mm'}$ as an integral with (1) and sum under the integral sign. The angular factor multiplying $F^k$ is

$$\iint\Big[\sum_mY^*_{lm}(\mathbf n)Y_{lm}(\mathbf n')\Big]\Big[\sum_{m'}Y_{lm'}(\mathbf n)Y^*_{lm'}(\mathbf n')\Big]P_k(\mathbf n\cdot\mathbf n')\,d\Omega\,d\Omega'.$$

By (3) each bracket equals $\frac{2l+1}{4\pi}P_l(\mathbf n\cdot\mathbf n')$. The integrand depends only on the angle between the directions, so one direction contributes $4\pi$ and the azimuth of the other $2\pi$:

$$\sum_{m,m'}J_{mm'}=(2l+1)^2\sum_kw_kF^k,\qquad w_k=\frac12\int_{-1}^1P_l^2(x)P_k(x)\,dx. \tag{16}$$

In particular $w_0=1/(2l+1)$, from the norm of $P_l$.

**Combination.** Equations (10) and (11) give $U_{mm}=J_{mm}$. The terms with $m=m'$ cancel in $U_{mm'}-J_{mm'}$, so the restricted sum in (13) equals the full one:

$$\sum_{m\neq m'}(U_{mm'}-J_{mm'})=(2l+1)^2\Big[F^0-\frac{F^0}{2l+1}-\sum_{k>0}w_kF^k\Big].$$

The $F^0$ terms add to $2l(2l+1)F^0$. Dividing by $2l(2l+1)$ and comparing with $U-J$,

$$J=\frac{2l+1}{2l}\sum_{k=2,4,\dots}^{2l}w_kF^k. \tag{17}$$

**The d shell.** We expand $P_2^2=\frac14(9x^4-6x^2+1)$ in Legendre polynomials. Substituting $x^4=\frac1{35}(8P_4+30x^2-3)$ leaves $\frac{18}{35}P_4+\frac37x^2+\frac2{35}$, and then $x^2=\frac13(2P_2+1)$ gives

$$P_2^2=\tfrac15P_0+\tfrac27P_2+\tfrac{18}{35}P_4. \tag{18}$$

Since $\frac12\int P_k^2dx=1/(2k+1)$, the weights are $w_2=\frac27\cdot\frac15=\frac2{35}$ and $w_4=\frac{18}{35}\cdot\frac19=\frac2{35}$. They are equal, and the prefactor in (17) is $\frac54$, so

$$J=\frac{F^2+F^4}{14}. \tag{19}$$

For p, $w_2=\frac2{15}$ and (17) returns $J=\frac15F^2$, as in Section 1. For f, symbolic evaluation of the Legendre integrals gives $J=\frac2{45}F^2+\frac1{33}F^4+\frac{50}{1287}F^6$.

**Two limits.** Because $(r_</r_>)^k\le1$ and the density is non-negative, (2) implies $F^4\le F^2\le F^0$. Equation (19) then gives $J\le U/7$ for the bare interaction. The bound is approached when the density is concentrated in a thin shell of radius $a$, where every $F^k$ tends to $1/a$. In the opposite limit, an interaction with no angular dependence, $F^2=F^4=0$ and $J=0$: all orbital pairs then repel equally.

## 4. What depends on the basis

Let $\phi_a=\sum_mV_{ma}\phi_m$ with $V$ unitary. The sum $\sum_a\phi_a^*(\mathbf r)\phi_a(\mathbf r')$ is unchanged, and both full sums in Section 3 are built from it. Hence $U$ and $J$ are the same in every orthonormal basis of the shell. The diagonal sum $\sum_aU_{aa}$ contains four factors with the same label and has no such invariance. Averages of $U_{ab}$ alone, or $J_{ab}$ alone, over $a\ne b$ inherit this dependence.

Consider the real d orbitals. For $3z^2-r^2$, which is $m=0$, (12) gives $U_{aa}=F^0+\frac4{49}(F^2+F^4)$. The other four are related by rotations, so it suffices to treat $x^2-y^2$, which is $(Y_{22}+Y_{2,-2})/\sqrt2$. Of the sixteen terms in its self-repulsion, (9) retains six:

$$U_{aa}=\tfrac14\big(U_{22}+U_{-2,-2}+2U_{2,-2}+2J_{2,-2}\big)=U_{22}+\tfrac12J_{2,-2}, \tag{20}$$

where (12) makes the three direct integrals equal. The exchange integral needs $q=4$, hence $k=4$. With $Y_{44}=\frac3{16}\sqrt{35/2\pi}\,\sin^4\theta\,e^{4i\phi}$ and $\int(1-x^2)^4dx=\frac{256}{315}$, one finds $c^4(2,-2)=\frac2{21}\sqrt{35/2}$, whose square is $\frac{70}{441}$. The $F^4$ coefficient in (20) is $\frac1{441}+\frac{35}{441}=\frac4{49}$, and the $F^2$ coefficient is also $\frac4{49}$. All five real orbitals thus have

$$U_{aa}=U+\tfrac4{49}(14J)=U+\tfrac87J. \tag{21}$$

Removing these five terms from the total $25U$ leaves the mean inter-orbital repulsion $\frac1{20}[25U-5(U+\frac87J)]=U-\frac27J$. By (13), the mean inter-orbital exchange is this value minus $(U-J)$, namely $\frac57J$.

In complex harmonics the squares of (12) sum to $\frac27$ and $\frac{10}{63}$. The same subtraction gives a mean repulsion $F^0-\frac1{70}F^2-\frac1{126}F^4$ and a mean exchange $\frac2{35}F^2+\frac4{63}F^4$. An exchange parameter obtained by averaging $J_{ab}$ over all pairs of the five real orbitals must therefore be multiplied by $\frac75$ before it is used as the $J$ of (19), provided the tensor has the form (9). An average over a subset needs a different factor, which depends on $F^4/F^2$: for the model orbital of Section 6 it is 1.30 for pairs among $xy,yz,xz$ and 1.13 for the pair $3z^2-r^2$, $x^2-y^2$.

## 5. Two parallel spins in a d shell

The definition of $U-J$ has a direct reading in the interaction energies of d², without spin–orbit coupling or a crystal field. Parallel spins require an antisymmetric orbital state, of which there are ten. The largest total $M$ is 3, from the pair $(2,1)$. Counting pairs gives one state each at $M=3$ and $M=2$, and two each at $M=1$ and $M=0$. The levels are therefore $^3F$ with seven orbital states and $^3P$ with three.

The $M=3$ state is unique, so its energy is $U_{21}-J_{21}$. Direct integration of (8) gives

$$c^2(2,1)=\sqrt{\tfrac38}\cdot\tfrac{15}4\int_{-1}^1(1-x^2)^2x^2dx=\sqrt{\tfrac38}\cdot\tfrac47,$$

$$|c^4(2,1)|=\tfrac{\sqrt5}4\cdot\tfrac{15}8\left|\int_{-1}^1(1-x^2)^2(7x^4-3x^2)dx\right|=\tfrac{\sqrt5}{21},$$

with squares $\frac6{49}$ and $\frac5{441}$. Together with (12),

$$E(^3F)=F^0-\tfrac{2+6}{49}F^2-\tfrac{4+5}{441}F^4=F^0-\tfrac8{49}F^2-\tfrac1{49}F^4. \tag{22}$$

The trace over the ten states is $10(U-J)$, so $7E(^3F)+3E(^3P)=10F^0-\frac57(F^2+F^4)$ and

$$E(^3P)=F^0+\tfrac17F^2-\tfrac4{21}F^4. \tag{23}$$

The splitting is $\frac{15}{49}F^2-\frac{25}{147}F^4$. It is positive whenever $F^4/F^2<\frac95$, which holds for the bare interaction because there $F^4\le F^2$, so $^3F$ lies lower. It also depends on a different combination of $F^2$ and $F^4$ from $J$: the two averages fix the centre of the triplets but not their separation.

## 6. A numerical orbital

Take a model d orbital formed as the equal-weight sum of two normalised Gaussian d functions with exponents 6.0 and 1.2 bohr⁻², then renormalised. It represents no particular material. Radial quadrature gives $F^0=31.30$, $F^2=15.63$ and $F^4=9.99$ eV, so

$$U=31.30\ \text{eV},\qquad J=\frac{15.63+9.99}{14}=1.83\ \text{eV}.$$

As a test, the whole tensor was also computed from Gaussian two-electron integrals without a multipole expansion. The largest difference from (9) in any element is about $5\times10^{-13}$ eV. The averages (13) of these direct integrals reproduce $U$ and $J$, and a random unitary mixing of the orbitals leaves both unchanged.

In real orbitals the same-orbital repulsion is 33.40 eV and the mean inter-orbital repulsion 30.78 eV. The mean inter-orbital exchange is 1.31 eV in real orbitals and 1.53 eV in complex ones; neither equals $J$. The triplets lie at

$$E(^3F)=31.30-2.55-0.20=28.55\ \text{eV},\qquad E(^3P)=31.30+2.23-1.90=31.63\ \text{eV}.$$

Their weighted mean is 29.47 eV, which is $U-J$.

These are bare interactions. In a solid the other electrons screen them, so this $U$ is not a value to insert in a DFT+U calculation.

## 7. Projectors, screening and input parameters

In an LAPW calculation the orbital that carries $U$ can be defined inside the atomic sphere only. Cutting the model orbital at 2.0 bohr leaves $\int r^2R^2\,dr=0.9972$ inside. Renormalised inside, it has $U=31.41$ eV and $J=1.84$ eV, both slightly larger than before.

For $U$ the sign of the change can be proved. Two charges inside a sphere of radius $S$ have $1/r_>\ge1/S$, while any pair with a charge outside has $1/r_><1/S$. Discarding the outer pairs and renormalising therefore raises the mean. If the truncated orbital is not renormalised, each $F^k$ contains the square of this integral, $0.9972^2=0.994$, and $U$ and $J$ are reduced by that factor relative to their renormalised values.

The angular algebra holds for any interaction of the form $\sum_kv_k(r,r')P_k(\mathbf n\cdot\mathbf n')$, with $v_k$ replacing $r_<^k/r_>^{k+1}$ in (2). It thus covers spherically symmetric screening, although the ordering $F^4\le F^2\le F^0$ and the bound $J\le U/7$ relied on the bare kernel and can fail for a strongly screened, short-range interaction. Equation (9) ceases to hold in general when the radial function depends on $m$, as hybridisation in a crystal can cause, or when the screened interaction has only the symmetry of the site. The averages (13) can still be computed then, but $F^0,F^2,F^4$ need not describe the full tensor.

To build the tensor from given $U$ and $J$, one more number is needed, since (19) fixes only the sum $F^2+F^4$. With $\rho=F^4/F^2$,

$$F^0=U,\qquad F^2=\frac{14J}{1+\rho},\qquad F^4=\rho F^2. \tag{24}$$

For the chosen inputs $U=4$ eV, $J=1$ eV and $\rho=0.625$, this gives $F^2=14/1.625=8.62$ eV and $F^4=5.38$ eV. Inserting them in (9) and averaging returns the inputs. The model orbital has $\rho=0.639$, close to the chosen ratio; another radial shape can give another value. Changing $\rho$ at fixed $J$ leaves both averages untouched but shifts the individual levels (22) and (23). The remaining values are listed in the numerical output below.

## Computed values

```
Gaunt tables for d, columns m' = 2 1 0 -1 -2
7 c2(m,m), m=2..-2: -2 1 2 1 -2
21 c4(m,m), m=2..-2: 1 -4 6 -4 1
49 c2(m,m')^2, m=2: 4 6 4 0 0
49 c2(m,m')^2, m=1: 6 1 1 6 0
49 c2(m,m')^2, m=0: 4 1 4 1 4
441 c4(m,m')^2, m=2: 1 5 15 35 70
441 c4(m,m')^2, m=1: 5 16 30 40 35
441 c4(m,m')^2, m=0: 15 30 36 30 15
d weights w0, w2, w4: 1/5 2/35 2/35
J coefficient p (F2): 1/5
J coefficients d (F2,F4): 1/14 1/14
J coefficients f (F2,F4,F6): 2/45 1/33 50/1287
Model orbital exponents (bohr^-2): 6.0 1.2
Mean radius: 0.7984 bohr
F0: 31.3044 eV
F2: 15.6263 eV
F4: 9.9866 eV
F4/F2: 0.6391
Largest tensor difference, two routes: 4.9e-13 eV
U from direct integrals: 31.3044 eV
J from direct integrals: 1.8295 eV
(F2+F4)/14: 1.8295 eV
Same-orbital repulsion, real basis: 33.3953 eV
Mean m!=m' repulsion, real basis: 30.7817 eV
Mean m!=m' repulsion, complex basis: 31.0020 eV
Mean m!=m' exchange, real basis: 1.3068 eV
Mean m!=m' exchange, complex basis: 1.5270 eV
Triplet F level (7 states): 28.5494 eV
Triplet P level (3 states): 31.6346 eV
Mean of the ten triplet states: 29.4749 eV
Sphere radius: 2.0 bohr
Norm inside sphere: 0.9972
F0, renormalised in sphere: 31.4080 eV
F2, renormalised in sphere: 15.7016 eV
F4, renormalised in sphere: 10.0387 eV
U, renormalised in sphere: 31.4080 eV
J, renormalised in sphere: 1.8386 eV
Chosen U, J: 4.0, 1.0 eV; chosen F4/F2: 0.625
Resulting F2: 8.6154 eV
Resulting F4: 5.3846 eV
U, J recovered from tensor: 4.0000, 1.0000 eV
```
